# Adiabatic Heating of a Metal Line at Constant Current, part 1

(Sections cited here and not found follow in the second part.)

## The energy balance and its solution

**Q:** You want to follow the temperature of a metal line during a current pulse with one ordinary differential equation. A real line has a temperature that varies from place to place. What allows you to drop the position?

**A:** Start with the equation that keeps it. Let $T$ be the temperature, $C$ the heat capacity per unit volume, $k$ the thermal conductivity and $\rho$ the electrical resistivity. A small volume of metal gains heat by conduction from its neighbours and by the work of the electric field on the current. If $j$ is the current density, Ohm's law gives the field $E=\rho j$ along the current, so the work per unit volume and time is $jE=j^2\rho$. Therefore

$$C\frac{\partial T}{\partial t}=\nabla\cdot(k\nabla T)+j^2\rho .$$

Now assume that the line has a uniform cross-section and composition, that it starts at a uniform temperature $T_0$, that $j$ is the same everywhere in it, and that no heat crosses its surface. The source term is then the same at every point, and a uniform temperature satisfies both the equation and the condition of zero heat flow at the surface. The conduction term vanishes because there is no gradient, whatever the value of $k$. What remains is

$$C\frac{dT}{dt}=j^2\rho(T).$$

This is what adiabatic means here: no heat leaves the metal. It does not mean that the heating is slow. On the contrary, the pulse must be short enough for little heat to escape.

**Q:** You have a current density, but a source controls a current. And the metal expands as it heats.

**A:** I take the dimensions as fixed. A constant total current $I$ in a fixed cross-section $A$ then gives a constant $j=I/A$. I also take $C$ as constant, and I assume that the metal stays solid, so no latent heat enters. These are assumptions about the model, and their cost has to be estimated for a given line.

**Q:** You still need the resistivity.

**A:** I use the linear law

$$\rho(T)=\rho_0[1+\alpha(T-T_0)],$$

where $\rho_0$ is the resistivity at $T_0$ and $\alpha$ is the temperature coefficient, also defined at $T_0$. For an ordinary metal near and above room temperature $\alpha$ is positive, because lattice vibrations scatter electrons more strongly as the temperature rises. The law describes a limited temperature range. I take $\alpha>0$ unless I say otherwise.

**Q:** Then the hotter line heats faster. Can you solve that without guessing the form of the answer?

**A:** Yes. Write the temperature rise as $\theta=T-T_0$. Since $T_0$ is a constant, $d\theta/dt=dT/dt$, and the balance becomes

$$\frac{d\theta}{dt}=\frac{j^2\rho_0}{C}(1+\alpha\theta).$$

The bracket is the resistivity relative to its starting value. Call it $u$:

$$u=\frac{\rho}{\rho_0}=1+\alpha\theta .$$

Differentiating gives $du/dt=\alpha\,d\theta/dt$. Multiplying the equation for $\theta$ by $\alpha$ therefore gives

$$\frac{du}{dt}=\frac{\alpha\rho_0j^2}{C}\,u .$$

The factor in front of $u$ is constant and has the dimension of an inverse time. I define

$$\tau=\frac{C}{\alpha\rho_0j^2},$$

so that $du/dt=u/\tau$. To solve this, consider the product $u\,e^{-t/\tau}$. Its derivative is

$$\frac{d}{dt}\left(u\,e^{-t/\tau}\right)=\left(\frac{du}{dt}-\frac{u}{\tau}\right)e^{-t/\tau}=0 .$$

The product is therefore constant. At $t=0$ the rise is zero, so $u=1$ and the product equals 1. Hence $u=e^{t/\tau}$, and no other solution has this starting value. Putting $u=1+\alpha\theta$ back and solving for $\theta$ gives

$$T(t)=T_0+\frac{1}{\alpha}\left(e^{t/\tau}-1\right).$$

**Q:** That is not an exponential. It has a minus one in it, and the temperature does not start at $1/\alpha$.

**A:** The objection is right. "Exponential temperature growth" needs a more careful statement. The resistivity grows as a pure exponential, since $\rho=\rho_0e^{t/\tau}$. The temperature does so when it is measured from a suitable zero. Define

$$T_*=T_0-\frac{1}{\alpha}.$$

Subtracting this from the solution gives

$$T-T_*=\frac{1}{\alpha}+\frac{1}{\alpha}\left(e^{t/\tau}-1\right)=\frac{1}{\alpha}e^{t/\tau}.$$

The temperature $T_*$ is where the straight line for $\rho(T)$ would reach zero if it were extended downwards. Neither $T$ itself nor the rise $\theta$ is a pure exponential in general.

**Q:** A temperature of zero resistivity sounds like superconductivity.

**A:** It has nothing to do with it. It is the intercept of a straight line, far outside the range where that line describes the metal. An example makes this plain. Take a thin tantalum line with the rough typical values $\rho_0=25\ \mu\Omega\,\mathrm{cm}$ and $\alpha=0.0020\ \mathrm{K^{-1}}$ at $T_0=300$ K. Then $1/\alpha=500$ K and $T_*=300-500=-200$ K on the absolute scale. The line cannot be cooled to such a temperature. The number still serves as the origin from which the growth is exponential.

**Q:** Let me see the time constant for that line.

**A:** I need a heat capacity and a current density. Take $C=2.3\ \mathrm{J/(cm^3\,K)}$, again a rough value, and $j=200\ \mathrm{MA/cm^2}=2\times10^{8}\ \mathrm{A/cm^2}$. The slope of the resistivity is

$$\alpha\rho_0=0.0020\times25=0.050\ \mu\Omega\,\mathrm{cm/K}=5.0\times10^{-8}\ \Omega\,\mathrm{cm/K}.$$

With all lengths in centimetres,

$$\tau=\frac{2.3}{(5.0\times10^{-8})(2\times10^{8})^2}\ \mathrm{s}
=\frac{2.3}{2.0\times10^{9}}\ \mathrm{s}=1.15\ \mathrm{ns}.$$

This is 1150 ps. It is a very large current density, chosen for a nanosecond pulse and not for continuous operation.

**Q:** Does $\tau$ have a meaning beyond being the constant in the exponent?

**A:** It compares two quantities. The initial heating rate is

$$\left.\frac{dT}{dt}\right|_{0}=\frac{j^2\rho_0}{C}=\frac{1}{\alpha\tau}.$$

So $\tau$ is the time in which the initial rate, if it did not change, would raise the temperature by $1/\alpha$. That rise is the one that doubles the resistivity. In the example the initial rate is 434.8 K/ns, and $500/434.8=1.15$ ns, as before.

The real doubling comes sooner, because the rate increases on the way. Setting $e^{t/\tau}=2$ gives $t=\tau\ln2$, which is 0.80 ns here. After each further interval of this length the resistivity doubles again, as long as the linear law holds.

**Q:** Show me the temperatures. I want to see the difference between the growth of $T-T_*$ and that of the rise.

**A:** For a pulse of 1.00 ns, $t/\tau=1.00/1.15=0.870$ at the end. The resistivity ratio is $e^{0.870}=2.386$, and the rise is

$$\theta=500\times(2.386-1)\ \mathrm{K}=693\ \mathrm{K},$$

which gives a final temperature of 993 K. The course of the pulse is as follows.

| $t$ (ns) | $T$ (K) | $\theta$ (K) | $\theta$ at the initial rate (K) |
|---:|---:|---:|---:|
| 0.25 | 421 | 121 | 109 |
| 0.50 | 572 | 272 | 217 |
| 0.75 | 760 | 460 | 326 |
| 1.00 | 993 | 693 | 435 |

Adding 200 K to the temperatures gives $T-T_*$: 500 K at the start, then 621, 772, 960 and 1193 K. Each is 1.24 times the one before. The rise does not behave in this way. It grows by a factor 2.24 from 0.25 to 0.50 ns and by a factor 2.54 from 0.50 to 1.00 ns, although the time doubles in both cases.

A direct numerical integration of the energy balance, which makes no use of the exponential, was tested against the formula at these four times. The two agree to within one part in ten million. This tests the solution of the model and says nothing yet about a real line.

**Q:** For a short pulse I would simply multiply the initial rate by the time. When is that good enough?

**A:** Expand the exponential:

$$\theta=\frac{1}{\alpha}\left[\frac{t}{\tau}+\frac12\left(\frac{t}{\tau}\right)^2+\cdots\right]
=\frac{j^2\rho_0t}{C}\left[1+\frac{t}{2\tau}+\cdots\right],$$

where I used $1/(\alpha\tau)=j^2\rho_0/C$. The leading error of the linear estimate, relative to that estimate, is therefore $t/(2\tau)$. At 0.25 ns this is 11 per cent, and the unrounded rises, 121.4 K and 108.7 K, give an excess of 11.7 per cent. At the end of the pulse the linear estimate is 435 K where the full solution gives 693 K. There the first correction alone is no longer enough.

**Q:** Your $\tau$ becomes infinite when $\alpha$ goes to zero, and you divide by $\alpha$ as well. Is the formula in trouble?

**A:** No, because the two effects cancel. Keep $j$, $\rho_0$, $C$ and $t$ fixed and let $\alpha$ go to zero. Then $t/\tau$ is proportional to $\alpha$ and also goes to zero. In the last expression the bracket tends to 1, and

$$\theta\to\frac{j^2\rho_0t}{C}.$$

This is the constant heating rate expected for a constant resistivity.

**Q:** And if the resistivity falls with temperature?

**A:** Then $\alpha=-|\alpha|$ and $\tau=-|\tau|$. No step of the solution required a positive sign, so the same formula holds as long as $j$ stays uniform:

$$\theta=\frac{1}{|\alpha|}\left(1-e^{-t/|\tau|}\right).$$

The heating slows down, and the rise approaches $1/|\alpha|$. The limit is the point where the linear law gives zero resistivity and the source of heat vanishes. A real material leaves the linear law before that, so the formula can describe the early slowing but not the final temperature. The current may also become uneven. Strips lying side by side along the line share the same field $E$, and the heating $E^2/\rho$ is then larger in a hotter strip, so a small initial difference in temperature grows. Exponential growth at constant current thus needs a positive temperature coefficient.

**Q:** You define $\alpha$ at $T_0$. My data sheet quotes it at another temperature. Do I get another time constant?

**A:** You must not, and you do not if $\alpha$ and $\rho_0$ belong to the same temperature. Their product is the slope of the resistivity,

$$\alpha\rho_0=\frac{d\rho}{dT}\equiv s ,$$

which is the same everywhere on a straight line. Therefore

$$\tau=\frac{C}{s\,j^2}.$$

The coefficient at another temperature $T_1$ is $\alpha_1=s/\rho(T_1)$, and it must be combined with $\rho(T_1)$. Taking $\alpha$ from one temperature and $\rho_0$ from another gives a false slope and a false $\tau$.

The intercept is also unchanged. From the linear law,

$$\frac{1}{\alpha_1}=\frac{\rho(T_1)}{s}=\frac{\rho_0+s(T_1-T_0)}{s}=\frac1\alpha+T_1-T_0,$$

and hence $T_1-1/\alpha_1=T_0-1/\alpha=T_*$.

**Q:** Thin films have extra resistivity from impurities and boundaries. By your formula a dirty line has the same time constant as a clean one. That seems wrong, since it must get hotter.

**A:** Both statements are true. Suppose that the extra part is independent of temperature and simply adds to the rest. It does not change $s$, so $\tau$ is unchanged at the same $j$ and $C$. It does raise the starting resistivity and with it the initial heating rate. In terms of the slope the rise is

$$\theta=\frac{\rho_0}{s}\left(e^{t/\tau}-1\right),$$

because $1/\alpha=\rho_0/s$. At a fixed time the rise is proportional to the starting resistivity.

Add $20\ \mu\Omega\,\mathrm{cm}$ to the example and hold the current density and pulse length fixed. The starting resistivity goes from 25 to $45\ \mu\Omega\,\mathrm{cm}$, and the rise goes from 693 K to $693\times45/25=1247$ K. Numerical integration gives the same rise and a growth time of 1.15 ns, as for the cleaner line. The larger rise stretches the linear law further, so it illustrates the scaling and is not a forecast.

**Q:** An engineer will ask the opposite question: how long until a given temperature is reached?

**A:** Take the logarithm of $1+\alpha(T-T_0)=e^{t/\tau}$:

$$t=\tau\ln[1+\alpha(T-T_0)].$$

For a given line and target temperature the logarithm is fixed and $\tau$ is proportional to $1/j^2$. The product $j^2t$ is then the same for every adiabatic pulse of constant current that reaches this temperature.

With a rough melting temperature of 3290 K the example gives

$$t=1.15\,\ln(1+0.0020\times2990)\ \mathrm{ns}=1.15\,\ln6.98\ \mathrm{ns}=2.23\ \mathrm{ns}.$$

This is an extrapolation. It uses the straight line for $\rho(T)$ and the constant $C$ over almost 3000 K. It gives the time to reach the melting temperature, not the time to melt the line, since melting needs latent heat in addition.

## Other drives, heat loss and the real line

**Q:** Before I object further, remind me what the symbols are and what has been shown.

**A:** A line of fixed dimensions carries the constant current density $j$ from $t=0$ and loses no heat. Its heat capacity per unit volume is $C$, its starting temperature is $T_0$, and its rise is $\theta=T-T_0$. The resistivity is $\rho=\rho_0(1+\alpha\theta)$, with slope $s=\alpha\rho_0$. The results are

$$u=\frac{\rho}{\rho_0}=e^{t/\tau},\qquad \theta=\frac{u-1}{\alpha},\qquad \tau=\frac{C}{s\,j^2}.$$

The example is a tantalum line with $1/\alpha=500$ K, $C=2.3\ \mathrm{J/(cm^3\,K)}$ and $j=200\ \mathrm{MA/cm^2}$. It has $\tau=1.15$ ns and rises by 693 K in a pulse of 1.00 ns.

**Q:** If the resistance grows exponentially, somebody has to supply the voltage. Does the energy add up?

**A:** Let the line have length $L$ and cross-section $A$. The voltage is $V=\rho jL=V_0e^{t/\tau}$, with $V_0=\rho_0jL$. The current $I=jA$ is constant, so the electrical energy is

$$\int_0^t IV\,dt'=IV_0\int_0^te^{t'/\tau}dt'=IV_0\tau\left(e^{t/\tau}-1\right).$$

Inserting the definitions gives

$$IV_0\tau=(jA)(\rho_0jL)\frac{C}{\alpha\rho_0j^2}=\frac{CAL}{\alpha}.$$

The energy is therefore $CAL\,\theta$, which is the heat stored in the volume $AL$.

Let the line be 400 nm thick, 1000 nm wide and 20,000 nm long. Its cross-section is $4\times10^{-9}\ \mathrm{cm^2}$, so the current is 0.80 A. The voltage rises from 10.0 V to $10.0\times2.386=23.9$ V, and the energy is

$$0.80\times10.0\times1.15\times(2.386-1)\ \mathrm{nJ}=12.75\ \mathrm{nJ}.$$

At constant current and without heat loss, the resistivity of the line grows as $e^{t/\tau}$ when $\alpha>0$, and the electrical energy supplied equals the heat stored. It remains to see what changes with other drives, with heat loss to the surroundings and with the properties of a real line.

Numbers in the example were calculated in double precision.
